# Energy derivatives of the radial function and their orthogonality in the sphere: test program

```python
"""Energy derivatives of a radial function inside a sphere (Hartree units).

Result under test: if h u = E u at every E, with h independent of E, then
    (h - E) u^(n) = n u^(n-1),
and if the integral of u^2 r^2 over 0..R is 1 at every E, then <u|udot> = 0.

Symbols: u(r,E) radial function, P = r u = r^(l+1) f, udot = du/dE,
u^(n) the n-th energy derivative, R sphere radius, l angular momentum,
V(r) = -(Z/r) exp(-r/a) model potential; <p|q> = integral of P_p P_q dr.
Energy derivatives come from finite differences between solutions that are
normalized separately at each energy.
"""
from math import factorial
import numpy as np
from numpy.polynomial import Chebyshev
from numpy.polynomial.legendre import leggauss

R = 2.0
SCREENING = 1.0
DOMAIN = [0.0, R]
DEGREE = 24

radius_poly = Chebyshev.identity(domain=DOMAIN)
basis = [Chebyshev.basis(k, domain=DOMAIN) for k in range(DEGREE + 1)]
nodes = R / 2 * (1 + np.cos(np.pi * (np.arange(DEGREE) + 0.5) / DEGREE))
B0 = np.array([b(nodes) for b in basis]).T
B1 = np.array([b.deriv(1)(nodes) for b in basis]).T
B2 = np.array([b.deriv(2)(nodes) for b in basis]).T
at_origin = np.array([b(0.0) for b in basis])

gauss_x, gauss_w = leggauss(60)
quad_r = R / 2 * (1 + gauss_x)
quad_w = R / 2 * gauss_w


def overlap(p, q):
    return float(np.sum(quad_w * p(quad_r) * q(quad_r)))


def norm(p):
    return np.sqrt(overlap(p, p))


def regular_solution(energy, l, charge, origin, source=None):
    """f with f(0)=origin and (h-E) r^l f = r^l source (source 0 if None)."""
    r_times_v = -charge * np.exp(-nodes / SCREENING)
    rows = (nodes[:, None] * B2 + 2 * (l + 1) * B1
            - 2 * (r_times_v - nodes * energy)[:, None] * B0)
    rhs = np.zeros(DEGREE) if source is None else -2 * nodes * source(nodes)
    matrix = np.vstack([rows, at_origin])
    coef = np.linalg.solve(matrix, np.append(rhs, origin))
    return Chebyshev(coef, domain=DOMAIN)


def to_P(f, l):
    return f * radius_poly ** (l + 1)


def normalized_P(energy, l, charge):
    P = to_P(regular_solution(energy, l, charge, 1.0), l)
    return P / norm(P)


def energy_derivative(family, energy, n, half_width=0.5):
    """n-th derivative of family(E) from an 11-point central stencil."""
    t = np.linspace(-1, 1, 11)
    vandermonde = np.vander(t, increasing=True).T
    rhs = np.zeros(11)
    rhs[n] = factorial(n)
    weights = np.linalg.solve(vandermonde, rhs) / half_width ** n
    total = 0.0 * family(energy)
    for wt, ti in zip(weights, t):
        total = total + float(wt) * family(energy + half_width * ti)
    return total


def h_minus_E(P, r, energy, l, charge):
    """r times (h-E) acting on P/r, from the original radial operator."""
    v = -charge / r * np.exp(-r / SCREENING)
    return -0.5 * P.deriv(2)(r) + (l * (l + 1) / (2 * r**2) + v - energy) * P(r)


# ---- flat potential, l = 0, kR = pi: closed forms worked out by hand
k = np.pi / R
E_flat = k**2 / 2
flat = lambda e: normalized_P(e, 0, 0.0)
flat_P = flat(E_flat)
flat_dot = energy_derivative(flat, E_flat, 1)
amp = np.sqrt(2 / R)
hand_P = lambda r: amp * np.sin(k * r)
hand_cos = lambda r: amp / k * r * np.cos(k * r)
hand_sin = lambda r: amp / k * np.sin(k * r) / (2 * k)
hand_dot = lambda r: hand_cos(r) + hand_sin(r)
hand_norm2 = R**2 / (3 * k**2) + 1 / (4 * k**4)
assert np.max(np.abs(flat_P(quad_r) - hand_P(quad_r))) < 1e-9
assert np.max(np.abs(flat_dot(quad_r) - hand_dot(quad_r))) < 1e-5
assert abs(overlap(hand_P, hand_dot)) < 1e-12
assert abs(overlap(flat_dot, flat_dot) - hand_norm2) < 1e-5

# ---- model d channel
l, Z, E = 2, 8.0, 0.2
family = lambda e: normalized_P(e, l, Z)
D = [family(E)] + [energy_derivative(family, E, n) for n in (1, 2, 3)]

# The differential relation, at radii not used for solving the equation.
# Rounding noise grows as (energy step)^(-n), hence the graded tolerances.
test_r = np.linspace(0.2, 1.9, 18)
residual = {}
for n, tol in ((1, 1e-6), (2, 1e-5), (3, 1e-4)):
    target = n * D[n - 1](test_r)
    gap = h_minus_E(D[n], test_r, E, l, Z) - target
    residual[n] = np.max(np.abs(gap)) / np.max(np.abs(target))
    assert residual[n] < tol

# Consequences of the normalization.
s01, s11 = overlap(D[0], D[1]), overlap(D[1], D[1])
s02, s12, s03 = overlap(D[0], D[2]), overlap(D[1], D[2]), overlap(D[0], D[3])
assert abs(s01) < 1e-8
assert abs(s02 + s11) < 1e-6
assert abs(s03 + 3 * s12) < 1e-6

# Surface term: h is not Hermitian on functions that are free at R.
uR, duR = D[0](R) / R, (D[0].deriv()(R) - D[0](R) / R) / R
vR, dvR = D[1](R) / R, (D[1].deriv()(R) - D[1](R) / R) / R
surface = R**2 * (duR * vR - uR * dvR)
assert abs(surface - 2) < 1e-6

# Inhomogeneous equation solved directly, then u projected out.
f_raw = regular_solution(E, l, Z, 1.0)
f0 = 1 / norm(to_P(f_raw, l))
y = to_P(regular_solution(E, l, Z, 0.0, source=f_raw * f0), l)
mix = overlap(D[0], y)
projected = y - mix * D[0]
recipe_gap = norm(projected - D[1])
assert recipe_gap < 1e-7

# Same family scaled to a fixed f(0): same equation, no orthogonality.
fixed = lambda e: to_P(regular_solution(e, l, Z, f0), l)
fixed_dot = energy_derivative(fixed, E, 1)
fixed_overlap = overlap(D[0], fixed_dot)
fixed_gap = h_minus_E(fixed_dot, test_r, E, l, Z) - D[0](test_r)
assert np.max(np.abs(fixed_gap)) < 1e-6
assert norm(fixed_dot - y) < 1e-7
assert abs(fixed_overlap) > 1e-2

# Linear expansion in energy.
steps = (0.05, 0.1)
lin_error = [norm(family(E + e) - D[0] - e * D[1]) for e in steps]
lin_lead = [0.5 * e**2 * norm(D[2]) for e in steps]
for err, lead in zip(lin_error, lin_lead):
    assert abs(err / lead - 1) < 0.15

print("FLAT SPHERE, l = 0, V = 0")
print(f"R = {R:.1f} bohr, k = {k:.5f} 1/bohr, E = {E_flat:.5f} hartree")
print(f"overlap of u with r cos(kr) part: {overlap(hand_P, hand_cos):.5f} 1/hartree")
print(f"overlap of u with sin(kr) part: {overlap(hand_P, hand_sin):.5f} 1/hartree")
print(f"<udot|udot> by hand formula: {hand_norm2:.5f} 1/hartree^2")
print(f"<udot|udot> by differences: {overlap(flat_dot, flat_dot):.5f} 1/hartree^2")
print("MODEL d CHANNEL")
print(f"l = {l}, Z = {Z:.1f}, a = {SCREENING:.1f} bohr, R = {R:.1f} bohr, E = {E:.1f} hartree")
print("r (bohr); u and (h-E)udot (bohr^-3/2); udot (bohr^-3/2/hartree)")
for r in (0.5, 1.0, 1.5, 1.9):
    lhs = h_minus_E(D[1], r, E, l, Z) / r
    print(f"r={r:.1f}  u={D[0](r)/r:.6f}  (h-E)udot={lhs:.6f}  udot={D[1](r)/r:.6f}")
for n in (1, 2, 3):
    print(f"largest relative residual, n={n}: {residual[n]:.1e} (no unit)")
print(f"<u|u> = {overlap(D[0], D[0]):.6f} (no unit)")
print(f"<u|udot> = {s01:.1e} 1/hartree")
print(f"<udot|udot> = {s11:.6f} 1/hartree^2")
print(f"<u|u^(2)> = {s02:.6f} 1/hartree^2")
print(f"<udot|u^(2)> = {s12:.6f} 1/hartree^3")
print(f"<u|u^(3)> = {s03:.6f} 1/hartree^3")
print(f"u(R) = {uR:.6f} bohr^-3/2, u'(R) = {duR:.6f} bohr^-5/2")
print(f"udot(R) = {vR:.6f} bohr^-3/2/hartree")
print(f"udot'(R) = {dvR:.6f} bohr^-5/2/hartree")
print(f"R^2 (u' udot - u udot') at R = {surface:.6f} (atomic units)")
print(f"fixed f(0): <u|derivative> = {fixed_overlap:.6f} 1/hartree")
print(f"inhomogeneous solution y with f(0)=0: <u|y> = {mix:.6f} 1/hartree")
print(f"norm of (y - u<u|y>) - udot = {recipe_gap:.1e} 1/hartree")
print(f"norm of u^(2) = {norm(D[2]):.6f} 1/hartree^2")
for e, err, lead in zip(steps, lin_error, lin_lead):
    print(f"step {e:.2f} hartree: linear error {err:.3e}, leading term {lead:.3e} (no unit)")
print("checks complete")
```

Running it gives:

```
FLAT SPHERE, l = 0, V = 0
R = 2.0 bohr, k = 1.57080 1/bohr, E = 1.23370 hartree
overlap of u with r cos(kr) part: -0.20264 1/hartree
overlap of u with sin(kr) part: 0.20264 1/hartree
<udot|udot> by hand formula: 0.58144 1/hartree^2
<udot|udot> by differences: 0.58144 1/hartree^2
MODEL d CHANNEL
l = 2, Z = 8.0, a = 1.0 bohr, R = 2.0 bohr, E = 0.2 hartree
r (bohr); u and (h-E)udot (bohr^-3/2); udot (bohr^-3/2/hartree)
r=0.5  u=0.363413  (h-E)udot=0.363413  udot=0.213740
r=1.0  u=0.572549  (h-E)udot=0.572549  udot=0.241408
r=1.5  u=0.627725  (h-E)udot=0.627725  udot=0.056465
r=1.9  u=0.640280  (h-E)udot=0.640280  udot=-0.196807
largest relative residual, n=1: 2.2e-11 (no unit)
largest relative residual, n=2: 1.8e-11 (no unit)
largest relative residual, n=3: 3.0e-08 (no unit)
<u|u> = 1.000000 (no unit)
<u|udot> = -4.7e-12 1/hartree
<udot|udot> = 0.073588 1/hartree^2
<u|u^(2)> = -0.073588 1/hartree^2
<udot|u^(2)> = 0.039455 1/hartree^3
<u|u^(3)> = -0.118364 1/hartree^3
u(R) = 0.642359 bohr^-3/2, u'(R) = 0.020155 bohr^-5/2
udot(R) = -0.272985 bohr^-3/2/hartree
udot'(R) = -0.786946 bohr^-5/2/hartree
R^2 (u' udot - u udot') at R = 2.000000 (atomic units)
fixed f(0): <u|derivative> = -0.632232 1/hartree
inhomogeneous solution y with f(0)=0: <u|y> = -0.632232 1/hartree
norm of (y - u<u|y>) - udot = 7.9e-12 1/hartree
norm of u^(2) = 0.168134 1/hartree^2
step 0.05 hartree: linear error 2.127e-04, leading term 2.102e-04 (no unit)
step 0.10 hartree: linear error 8.610e-04, leading term 8.407e-04 (no unit)
checks complete
```
